# Why a negatively charged bonded bromine can attract a Lewis base

## Definitions and conventions

Place the bromine nucleus at the origin and let $z$ run along its covalent bond, with $+z$ pointing away from the bonded carbon. The angle $\theta$ is measured from $+z$, so $\theta=0$ is the outward bond axis and $\theta=90^\circ$ is the flank of the atom. Let $\rho(\mathbf r)$ be the charge density belonging to bromine, nucleus included, with electrons counted as negative. Its net charge and axial quadrupole are

$$q=\int\rho\,dV,\qquad \Theta=\int\rho\,\frac{3z^2-r^2}{2}\,dV .$$

Charges are in units of $e$, lengths in Å and quadrupoles in $e\,$Å$^2$. Potentials then carry the Coulomb factor $k=e/4\pi\varepsilon_0=14.40$ V Å. A charge of $1\,e$ in a potential of 1 V has an energy of 1 eV, or 96.49 kJ/mol.

A Lewis base such as ammonia offers a lone pair. It is represented here by two rigid charges, $-b$ at distance $r$ from bromine and $+b$ at $r+d$ on the same line. The base is neutral and points its negative end at bromine.

The question is how this negative end can be drawn towards an atom with $q<0$. The answer is that $q$ fixes the potential averaged over all directions, while the base approaches from one direction. The quadrupole can make that direction attractive, within a limited distance and for a sufficiently small $|q|$.

## The potential of a charge and a quadrupole

At a point $\mathbf R=R\,\mathbf n$ outside the charge cloud,

$$V(\mathbf R)=k\int\frac{\rho(\mathbf r)}{|\mathbf R-\mathbf r|}\,dV .$$

Write $|\mathbf R-\mathbf r|=R\sqrt{1+\epsilon}$ with $\epsilon=-2\,\mathbf n\!\cdot\!\mathbf r/R+r^2/R^2$, and use $(1+\epsilon)^{-1/2}=1-\epsilon/2+3\epsilon^2/8-\dots$ Keeping terms up to $1/R^2$ inside the bracket gives

$$\frac1{|\mathbf R-\mathbf r|}=\frac1R\left[1+\frac{\mathbf n\cdot\mathbf r}{R}+\frac{3(\mathbf n\cdot\mathbf r)^2-r^2}{2R^2}+\dots\right].$$

The first term integrates to $q/R$. The second gives the atomic dipole, which the model sets to zero and which returns below for real molecules.

For the third term, take $\mathbf n=(\sin\theta,0,\cos\theta)$ and define $A=\int\rho x^2dV$ and $B=\int\rho z^2dV$. Axial symmetry makes $\int\rho y^2dV=A$ and $\int\rho xz\,dV=0$. Hence

$$\int\rho\,\frac{3(\mathbf n\cdot\mathbf r)^2-r^2}{2}\,dV=\frac{3A\sin^2\theta+3B\cos^2\theta-2A-B}{2}.$$

Replacing $\sin^2\theta$ by $1-\cos^2\theta$ turns the right side into $(B-A)(3\cos^2\theta-1)/2$. The definition of $\Theta$ gives $(3B-2A-B)/2=B-A$, the same prefactor. Writing $r$ for the distance from now on,

$$V(r,\theta)=k\left[\frac qr+\frac{\Theta}{r^3}P_2(\cos\theta)\right],\qquad P_2(\cos\theta)=\frac{3\cos^2\theta-1}{2}.$$

On the axis $P_2=1$, and on the flank $P_2=-\tfrac12$. A positive $\Theta$ therefore raises the potential at the outer tip of the atom and lowers it around the waist. Its average over a sphere vanishes, because $\int_{-1}^{1}(3u^2-1)\,du=0$. The mean potential on the sphere remains $kq/r$, which is negative. A positive cap is thus compatible with a negative atom: the waist is more negative than the charge alone would make it.

## Where the positive quadrupole comes from

A free bromine atom has five $4p$ electrons. Put two in $4p_x$, two in $4p_y$ and one in $4p_z$, the orbital that points along the bond. In a covalent bond with equal sharing, bromine likewise keeps about one electron in this orbital.

The angular density of a $p_z$ orbital is $(3/4\pi)\cos^2\theta$. With $u=\cos\theta$,

$$\langle u^2\rangle=\frac32\int_{-1}^{1}u^4\,du=\frac35,\qquad \langle P_2\rangle_{p_z}=\frac12\left(\frac95-1\right)=\frac25 .$$

A full $p$ shell is spherical, so the three orbital averages add to zero, and $p_x$ and $p_y$ each contribute $-\tfrac15$. If all three orbitals have the same mean square radius $\langle r^2\rangle$ and $p_z$ holds $n_z$ electrons, then

$$\Theta=-\langle r^2\rangle\left[\frac25n_z-\frac15(2+2)\right]=\frac25(2-n_z)\langle r^2\rangle .$$

The leading minus sign is the electron's charge. The result is positive for $n_z<2$: electrons missing along the axis act as a positive $p_z$-shaped cloud. This region of depleted density is called a σ-hole.

Now let the bond be slightly polar, so that bromine gains $\delta$ electrons in $p_z$. With $n_z=1+\delta$,

$$q=-\delta,\qquad \Theta=\frac25(1-\delta)\langle r^2\rangle .$$

This is the core of the explanation. A small $\delta$ makes the atom negative but fills a small part of the hole. At $\delta=0$ the atom is neutral with its full quadrupole. At $\delta=1$ it is a closed-shell bromide ion with no quadrupole, and it repels the negative end of the base from every side.

A restricted open-shell Hartree–Fock calculation of the free atom in the def2-SVP basis gives $\langle r^2\rangle=1.397$ Å$^2$ for the half-filled $4p_z$ orbital. The estimate is then $0.4\times1.397=0.559\ e\,$Å$^2$. The quadrupole of the full computed density is $0.592\ e\,$Å$^2$, 6% larger than the estimate, which assumed equal orbital radii and a spherical core. Most of the excess comes from $4p_x$ and $4p_y$ being slightly larger than $4p_z$. In the larger def2-TZVPD basis $\langle r^2\rangle$ is 1.400 Å$^2$ and the quadrupole $0.602\ e\,$Å$^2$, so the last digits of the model atom's values below depend on the basis: the sign change of its integral potential moves from 2.35 to 2.38 Å, and its energy at contact from $-1.52$ to $-1.63$ kJ/mol.

For the worked model, add $\delta=0.10$ electron to this $4p_z$ orbital without letting the others respond. The charge becomes $q=-0.10\ e$ and the quadrupole $0.592-0.10\times0.559=0.536\ e\,$Å$^2$.

## How far the positive region reaches

On the axis, with $q=-|q|$, the potential is

$$V(r,0)=\frac{k}{r}\left(-|q|+\frac{\Theta}{r^2}\right).$$

It is positive for

$$r<r_0=\sqrt{\Theta/|q|}.$$

The quadrupole term falls as $1/r^3$ and the charge term as $1/r$, so the quadrupole wins nearby and the charge wins far away. Here $r_0=\sqrt{0.536/0.10}=2.32$ Å. The potential of the same density, evaluated from Coulomb integrals without the multipole expansion, changes sign at 2.35 Å. The small difference shows that overlap with the outer electrons, together with any higher moments, hardly shifts the crossing here.

At a fixed $r<r_0$ the positive region is a cone about the axis. Setting $V=0$ gives $P_2(\cos\theta_0)=|q|r^2/\Theta$, and therefore

$$\cos^2\theta_0=\frac13\left(1+\frac{2|q|r^2}{\Theta}\right).$$

As $|q|\to0$ the half-angle tends to $54.7^\circ$, the node of $P_2$. As $r\to r_0$ it closes to zero. A test with $q=-0.02\ e$ at $r=4$ Å gave $33.2^\circ$ from this formula and $33.2^\circ$ from the integrals. The attraction is directional even as $|q|\to0$, because $P_2$ changes sign with angle. More negative charge narrows the cone further.

## What a neutral base responds to

An isolated negative charge has negative energy where $V>0$, and is attracted in that sense. A neutral base is different, because its positive end also feels the potential. Its energy on the axis is

$$U=-b\,V(r)+b\,V(r+d)=-b\,[V(r)-V(r+d)] .$$

The base is attracted, in the sense $U<0$, if the potential is higher at its negative end than at its positive end. The sign of $V$ itself does not matter. With $s=r+d$,

$$V(r)-V(s)=k\left[-|q|\left(\frac1r-\frac1s\right)+\Theta\left(\frac1{r^3}-\frac1{s^3}\right)\right].$$

The identity $a^3-c^3=(a-c)(a^2+ac+c^2)$, with $a=1/r$ and $c=1/s$, lets the positive factor $1/r-1/s$ be taken out. The condition for attraction is

$$\frac1{r^2}+\frac1{rs}+\frac1{s^2}>\frac{|q|}{\Theta}.$$

For a very short base, $s\to r$ and the left side becomes $3/r^2$. Attraction, in the sense $U<0$, then extends to

$$r<\sqrt{\frac{3\Theta}{|q|}}=\sqrt3\,r_0 .$$

The same distance marks the minimum of $V$ on the axis. Differentiation gives $dV/dr=k(|q|/r^2-3\Theta/r^4)$, which is negative inside $\sqrt3\,r_0$ and positive outside. For the model atom the formula gives 4.01 Å, and the minimum of the integral potential also lies at 4.01 Å.

Between $r_0$ and $\sqrt3\,r_0$ the potential is negative, yet it falls with distance. An isolated negative charge has positive energy there, while a short neutral base, negative end first, has negative energy.

The limits can also be put in terms of $\delta$. Write $a_0=\tfrac25\langle r^2\rangle$, so that $\Theta/|q|=a_0(1-\delta)/\delta$. Solving $r^2<a_0(1-\delta)/\delta$ for $\delta$ gives

$$\delta<\frac{a_0}{a_0+r^2}\ \text{(isolated charge)},\qquad \delta<\frac{3a_0}{3a_0+r^2}\ \text{(short neutral base)}.$$

The second follows from the first by replacing $a_0$ with $3a_0$. With $a_0=0.559$ Å$^2$ and $r=3.2$ Å the limits are about 0.05 and 0.14. The chosen $\delta=0.10$ lies between them.

## The energy at contact

Take $b=0.80\ e$ and $d=0.38$ Å. The dipole is 1.46 D, roughly that of ammonia. Put the negative end at 3.20 Å and the positive end at 3.58 Å. On the axis, the potential at the negative end is

$$V=14.40\left(-\frac{0.10}{3.20}+\frac{0.536}{3.20^3}\right)=-0.214\ \text{V}.$$

It is negative, as expected beyond $r_0$. The two parts of the energy are

$$U_q=0.80\times14.40\times(-0.10)\left(\frac1{3.58}-\frac1{3.20}\right)\times96.49=+3.69\ \text{kJ/mol},$$

$$U_\Theta=0.80\times14.40\times0.536\left(\frac1{3.58^3}-\frac1{3.20^3}\right)\times96.49=-5.20\ \text{kJ/mol}.$$

Their sum is $-1.51$ kJ/mol, and the integral potential gives $-1.52$ kJ/mol. The charge repels the base, as intuition says, and the quadrupole attracts it more strongly.

On the flank the quadrupole term is multiplied by $-\tfrac12$. It becomes $+2.60$ kJ/mol, and the total is $3.69+2.60=6.29$ kJ/mol. There both terms repel the negative end. Reversing the base exchanges its two charges and changes the sign of $U$, so the flank attracts the positive end of a dipole. The same bromine can accept a lone pair at its tip and attract a positively charged hydrogen at its waist.

## Bromine in two real molecules

In a molecule the density must first be divided among the atoms. The Hirshfeld partition used here shares the density at each point in proportion to the densities the free atoms would have there. Another partition would give other values of $q$ and $\Theta$. The total molecular potential would not change.

CH$_3$Br and CF$_3$Br were computed by Hartree–Fock in the def2-SVP basis, at idealized geometries with the same C–Br length. This level omits electron correlation, and the basis lacks diffuse functions. The bromine values are:

- CH$_3$Br: $q=-0.092\ e$, $\Theta=0.378\ e\,$Å$^2$, dipole $-0.075\ e\,$Å
- CF$_3$Br: $q=-0.014\ e$, $\Theta=0.406\ e\,$Å$^2$, dipole $+0.026\ e\,$Å

In this calculation bromine is negative in both molecules, though only barely in CF$_3$Br, and has a positive quadrupole in both. A negative dipole means that negative charge is displaced outwards, towards the base. With the base held at the same place on the axis, the energy divides as follows, in kJ/mol.

| Contribution | CH$_3$Br | CF$_3$Br |
|---|---:|---:|
| Br charge | 3.40 | 0.50 |
| Br dipole | 1.64 | −0.56 |
| Br quadrupole | −3.67 | −3.94 |
| Other Br part | −1.25 | −0.87 |
| Rest of molecule | −0.35 | −1.36 |
| Total | −0.22 | −6.22 |

The "other Br part" combines higher moments with the effect of electron density that reaches out to the base. The calculation does not separate the two. The division between this part and the rest of the molecule relies on a numerical grid whose potential was checked only to about 0.6 kJ/mol for a charge of $0.80\ e$, so even the first decimals of these two rows are uncertain. Their sum does not depend on that division.

The entries also depend on the basis by more than the digits shown. For CH$_3$Br, def2-SVPD and def2-TZVPD give $q=-0.100$ and $-0.084\ e$, $\Theta=0.414$ and $0.327\ e\,$Å$^2$, and axial totals of $-0.9$ and $-0.5$ kJ/mol, while the flank value stays between $+5.1$ and $+5.4$ kJ/mol. For CF$_3$Br, def2-SVPD gives $q=-0.007\ e$, $\Theta=0.412\ e\,$Å$^2$ and a total of about $-6.9$ kJ/mol. The signs of the moments and totals, and the dominance of the charge and dipole terms in the difference between the two molecules, remain the same.

For CH$_3$Br, charge and quadrupole alone give $3.40-3.67=-0.27$ kJ/mol, close to the total of $-0.22$. This agreement is a cancellation: the omitted dipole contributes $+1.64$, and the other omitted parts $-1.60$. The model identifies the largest attractive term in this partition, but it cannot be trusted to 1 kJ/mol. What survives is the contrast between directions. On the flank the total is $+5.15$ kJ/mol, against nearly zero on the axis.

The potential of CH$_3$Br on the axis is $+0.299$ V at 2.0 Å and $-0.154$ V at 3.2 Å. It changes sign between the two distances, as the model potential does.

CF$_3$Br attracts the base by 6.00 kJ/mol more. Subtracting the columns shows where this comes from: $-2.90$ from the bromine charge, $-2.20$ from its dipole, $-1.01$ from the rest of the molecule, $-0.27$ from the quadrupole and $+0.38$ from the other bromine part. In this pair and with this partition, then, fluorine strengthens the attraction mainly by removing the repulsion of the charge and reversing the dipole. It does little to deepen the quadrupole. The potential at 3.2 Å is now $+0.325$ V, so even an isolated negative charge would be attracted there. On the flank the energy of the base is close to zero: $+0.38$ kJ/mol in the one sideways direction computed.

## Where the model stops

The range $\sqrt3\,r_0$ belongs to bromine taken alone. A neutral molecule carries a compensating charge on its other atoms, so at large distance the $q/r$ terms cancel and the molecular dipole, if there is one, takes over. The model describes a base near bromine, where the distance to bromine is clearly shorter than the distance to the other atoms.

Closer in, the electron clouds overlap more strongly. The multipole series then fails, and exchange repulsion, which is not an electrostatic effect of the separate charge clouds, pushes the molecules apart. The growth of $\Theta/r^3$ at small $r$ therefore does not imply ever stronger binding.

The base also polarizes the bromide. Letting the electrons of CH$_3$Br relax in the field of the two model charges lowers the energy by a further 0.48 kJ/mol. This is of the same small size as the rigid electrostatic attraction, which is 0.22 kJ/mol in this basis and 0.5 to 0.9 kJ/mol in the larger ones.

Replacing the two charges by a real ammonia molecule, with nitrogen at 3.2 Å, changes the electrostatic energy and brings in the remaining forces. The interaction energy, corrected for the basis functions each partner borrows from the other, is $+1.94$ kJ/mol in Hartree–Fock theory and $-2.03$ kJ/mol in second-order perturbation theory (MP2). Electron correlation, which includes dispersion, contributes $-3.98$ kJ/mol. At this distance and level of theory, the net interaction of CH$_3$Br and ammonia is attractive only when correlation is included. This does not make electrostatics unimportant. The two-charge base shows the contrast between directions, $+5.15$ kJ/mol on the flank and $-0.22$ kJ/mol on the axis, but it does not give the electrostatic energy of real ammonia. Ammonia's real charge distribution differs from two point charges, and its lone pair is an extended cloud that overlaps the bromine cloud at 3.2 Å. Both effects make the electrostatic energy on the axis more attractive than the two charges suggest: the unrelaxed Hartree–Fock densities of the two molecules give about $-6$ kJ/mol in this basis. In Hartree–Fock theory exchange repulsion outweighs that attraction. The distance was not optimized and the basis is small. Adding diffuse functions (def2-SVPD, inner cores frozen) changes the values to about $+2.8$ kJ/mol in Hartree–Fock theory and $-3.9$ kJ/mol in MP2, so $-2.03$ kJ/mol is not a binding energy to compare with experiment.

## Reading the numbers for precursor vapours

Suppose that an organic bromide and ammonia share a gas line of a deposition system, and that the model is to be used to judge their attraction. The model charge of $-0.10\ e$ is close to the $-0.092\ e$ computed for CH$_3$Br, but the model quadrupole of $0.536\ e\,$Å$^2$ is well above the computed $0.378\ e\,$Å$^2$. The two quadrupoles are not strictly comparable. The model keeps the whole density of a free atom, whereas the molecular value is affected both by the way the Hirshfeld partition divides overlapping densities and by the change of the density on bonding. Keeping $q=-0.10\ e$ and inserting the molecular quadrupole scales its energy to $-5.20\times0.378/0.536=-3.67$ kJ/mol. The sum with the charge term is then $+0.02$ kJ/mol instead of $-1.51$, so this substitution alone removes most or all of the model's attraction. With the quadrupoles from the two larger bases the sum is $-0.3$ or $+0.5$ kJ/mol.

At 300 K the thermal energy $RT$ is 2.5 kJ/mol, comparable to the MP2 attraction of the CH$_3$Br–ammonia pair at the chosen distance, which is 2.0 kJ/mol without diffuse functions and about 3.9 kJ/mol with them. That attraction comes from a small basis and an unoptimized distance, so the comparison does not settle whether a gas-phase complex lasts. One would also need the binding energy at the optimized geometry and the entropy lost on association. For the two-charge base at the same distance, the electrostatic attraction to CF$_3$Br is about 6 kJ/mol, before repulsion and dispersion are counted. A negative sign on bromine's net charge therefore does not settle whether a lone pair will be attracted. The size of that charge relative to the quadrupole matters, as do the distance and direction of approach. In a real molecule one also needs the bromine dipole, the rest of the molecule and the forces beyond electrostatics. The numerical output below lists the def2-SVP values.

## Computed values

```
Br atom: <r^2> of 4p_z = 1.397 A^2
Br atom: Theta estimate (2/5)<r^2> = 0.559 e A^2
Br atom: Theta from full density = 0.592 e A^2
Model: q = -0.10 e, Theta = 0.536 e A^2
Model: V=0 radius, law = 2.32 A
Model: V=0 radius, integrals = 2.35 A
Model: dipole-base range, law = 4.01 A
Model: dipole-base range, integrals = 4.01 A
Cap test q=-0.02 e, r=4 A: law 33.2, integrals 33.2 deg
Base: charges 0.80 e, length 0.38 A, contact 3.20 A
Base: dipole = 1.46 D
Model: V at contact, axis -0.214 V, flank -0.568 V
Model: U charge term = 3.69 kJ/mol
Model: U quadrupole term = -5.20 kJ/mol
Model: U axis = -1.51, flank = 6.29 kJ/mol
Model: U axis from integrals = -1.52 kJ/mol
CH3Br: Br charge = -0.092 e, dipole = -0.075 e A
CH3Br: Br Theta = 0.378 e A^2
CH3Br: V axis at 2.0 A = 0.299 V, at contact = -0.154 V
CH3Br: U Br charge = 3.40 kJ/mol
CH3Br: U Br dipole = 1.64 kJ/mol
CH3Br: U Br quadrupole = -3.67 kJ/mol
CH3Br: U other Br part = -1.25 kJ/mol
CH3Br: U rest of molecule = -0.35 kJ/mol
CH3Br: U total axis = -0.22, flank = 5.15 kJ/mol
CF3Br: Br charge = -0.014 e, dipole = 0.026 e A
CF3Br: Br Theta = 0.406 e A^2
CF3Br: V axis at 2.0 A = 1.252 V, at contact = 0.325 V
CF3Br: U Br charge = 0.50 kJ/mol
CF3Br: U Br dipole = -0.56 kJ/mol
CF3Br: U Br quadrupole = -3.94 kJ/mol
CF3Br: U other Br part = -0.87 kJ/mol
CF3Br: U rest of molecule = -1.36 kJ/mol
CF3Br: U total axis = -6.22, flank = 0.38 kJ/mol
CH3Br: induction by base = -0.48 kJ/mol
CH3Br-NH3: Hartree-Fock interaction = 1.94 kJ/mol
CH3Br-NH3: MP2 interaction = -2.03 kJ/mol
CH3Br-NH3: correlation part = -3.98 kJ/mol
```
